Time constant of a current transient from three equally spaced samples

A drain current that recovers by a single exponential towards a constant level can be read at three equally spaced times, y₀, y₁ and y₂, a time h apart. With the differences D₁ = y₁ − y₀ and D₂ = y₂ − y₁, its time constant is

τ = h / ln(D₁/D₂).

Neither the final current, nor the amplitude of the transient, nor the time of the first reading is needed. If the three readings carry independent errors with zero mean and standard deviations s₀, s₁ and s₂, the standard deviation of τ to first order in those errors is given by

σ_τ² = (τ²/h)² [ s₀²/D₁² + s₁²(1/D₁ + 1/D₂)² + s₂²/D₂² ].

The exponential comes from a simple picture of current collapse. During off-state stress, electrons are caught in traps, and their charge reduces the current that flows when the transistor is switched on again. Suppose that every trapped electron has the same constant probability per unit time, 1/τ, of being released, and that none is recaptured. The trapped number n then obeys dn/dt = −n/τ and decays as exp(−t/τ). If the missing current is proportional to n, the drain current is

I(t) = I∞ − C exp(−t/τ),

where I∞ is the final current, C > 0 is the missing current at t = 0, and τ > 0.

Let the first reading be taken at t_a. The missing current at that moment is

B = C exp(−t_a/τ).

Define also x = h/τ and q = exp(−x), so that 0 < q < 1. Each interval h multiplies the missing current by q, and the noise-free readings are

y₀ = I∞ − B
y₁ = I∞ − Bq
y₂ = I∞ − Bq².

Subtracting neighbours removes I∞:

D₁ = (I∞ − Bq) − (I∞ − B) = B(1 − q)
D₂ = (I∞ − Bq²) − (I∞ − Bq) = Bq(1 − q).

Dividing removes the common factor B(1 − q):

D₁/D₂ = 1/q = exp(h/τ).

The logarithm of both sides is ln(D₁/D₂) = h/τ, which gives the stated formula. For a current that decays towards its final value both differences change sign, and their ratio does not, so the same formula holds.

The formula is insensitive to several instrumental details. A constant offset cancels in each difference, and a constant gain cancels in the ratio. Averaging each reading over a window of equal length w does no harm either, because

(1/w) ∫ from t to t+w of exp(−t′/τ) dt′ = exp(−t/τ) (τ/w)[1 − exp(−w/τ)].

The factor after exp(−t/τ) is the same for all three readings. It changes B and leaves the ratio alone.

Now let the readings be y₀ + e₀, y₁ + e₁ and y₂ + e₂. The differences change by δD₁ = e₁ − e₀ and δD₂ = e₂ − e₁. Write L = ln(D₁/D₂) = ln D₁ − ln D₂. Since the derivative of ln D is 1/D, the first-order change of L is

δL = (e₁ − e₀)/D₁ − (e₂ − e₁)/D₂.

From τ = h/L it follows that dτ/dL = −h/L². Substituting L = h/τ turns this into −τ²/h, and therefore

δτ = −(τ²/h) δL
   = (τ²/h) [ e₀/D₁ − e₁(1/D₁ + 1/D₂) + e₂/D₂ ].

The middle reading enters both differences, and its two contributions add: raising y₁ enlarges D₁ and reduces D₂, and both changes raise the ratio and lower τ. The three coefficients sum to zero, as they must if a common offset is to have no effect.

To obtain the variance, square δτ and average. Independence and zero mean give ⟨eᵢeⱼ⟩ = 0 for i ≠ j, while ⟨eᵢ²⟩ = sᵢ². Only the three squared terms survive, and they form the stated result. If the reading errors are correlated, the cross terms must be restored.

Independent readings do not give independent differences. For equal deviations s,

⟨δD₁ δD₂⟩ = ⟨(e₁ − e₀)(e₂ − e₁)⟩ = −⟨e₁²⟩ = −s².

The variance of L then follows from the coefficients above:

Var L = s² [ 1/D₁² + (1/D₁ + 1/D₂)² + 1/D₂² ]
      = 2s² [ 1/D₁² + 1/D₂² + 1/(D₁D₂) ].

The last term comes from the shared reading. Treating D₁ and D₂ as independent would drop it and make the error estimate too small.

For equal noise the result can be written in terms of the spacing. Since D₂ = qD₁, we have 1/D₁ = q/D₂, and

Var L = (2s²/D₂²)(1 + q + q²).

Dividing σ_τ = (τ²/h)√(Var L) by τ, and using τ/h = 1/x and D₂ = Bq(1 − q), gives

σ_τ/τ = (s/B) √[2(1 + q + q²)] / [x q(1 − q)].

The factor s/B is the noise relative to the missing current at the first reading. Because B = C exp(−t_a/τ), a later start raises the error by exp(t_a/τ) when C, h and s are held fixed.

When h is much shorter than τ, q approaches 1 and 1 − q approaches x. The square root tends to √6, and

σ_τ/τ ≈ (s/B) √6/x².

The two differences are then small and nearly equal, so noise easily obscures the curvature that carries τ. Halving a short spacing makes the error about four times larger. When h is much longer than τ, q tends to zero and

σ_τ/τ ≈ (s/B) √2 exp(x)/x.

Here the transient is almost over by the second reading, and D₂ is too small to measure well.

Between these limits there is one best spacing for fixed B, s and τ. The logarithm of the spacing-dependent factor is, apart from a constant,

½ ln(1 + q + q²) − ln x + x − ln(1 − q),

where −ln q = x has been used. With dq/dx = −q, setting its derivative to zero gives

1 − 1/x − q/(1 − q) − q(1 + 2q)/[2(1 + q + q²)] = 0.

As x grows, −1/x rises. At the same time q falls, which makes −q/(1 − q) rise. For the last term, the derivative of q(1 + 2q)/(1 + q + q²) with respect to q is

(1 + 4q + q²)/(1 + q + q²)²,

which is positive, so the term with its minus sign also rises with x. The left side therefore increases steadily, from −∞ at small x to 1 at large x, and crosses zero once. The numerical root is x = 1.590. The best spacing is about 1.6 time constants, so a rough preliminary value of τ is needed to choose it.

As an example, take the recovery of a GaN high-electron-mobility transistor after off-state stress. The chosen model values are I∞ = 400 mA/mm, C = 80 mA/mm, τ = 20 ms, t_a = 2 ms, h = 30 ms and s = 0.4 mA/mm, with currents given per millimetre of gate width. Then B = 80 exp(−0.1) = 72.39 mA/mm, and the noise-free readings are

y₀ = 327.613 mA/mm
y₁ = 383.848 mA/mm
y₂ = 396.396 mA/mm.

The differences are D₁ = 56.235 mA/mm and D₂ = 12.548 mA/mm. Their ratio is 4.4817, whose logarithm is 1.500, and τ = 30/1.500 = 20.0 ms.

The factor τ²/h is 400/30 = 13.33 ms. Multiplying it by 1/D₁, −(1/D₁ + 1/D₂) and 1/D₂ gives sensitivities of 0.237, −1.300 and 1.063 ms per mA/mm. Hence

σ_τ = 0.4 √(0.237² + 1.300² + 1.063²) = 0.68 ms,

or 3.4% of τ. Treating the differences as independent would give 0.62 ms, about 9% below the correct first-order value. The best spacing, 31.8 ms, would give 0.676 ms instead of 0.678 ms, so the chosen spacing costs almost nothing.

One definite set of errors shows how the linear rule works. Let e₀ = +0.3, e₁ = −0.4 and e₂ = +0.2 mA/mm. The predicted shift is

δτ = 0.237(0.3) + 1.300(0.4) + 1.063(0.2) = 0.80 ms.

The readings with errors have D₁ = 55.535 mA/mm and D₂ = 13.148 mA/mm, and inserting these in the full formula gives τ = 20.82 ms. The actual shift is 0.82 ms, and the small discrepancy is the effect of the neglected higher orders. An experimenter, who knows only these readings, would evaluate the noise formula with them and quote σ_τ = 0.71 ms.

The linear rule requires the noise to be small compared with D₂, and also compared with D₁ − D₂, since L vanishes when the differences are equal. The next order shows how the mean estimate begins to shift. Put a = (e₁ − e₀)/D₁ and b = (e₂ − e₁)/D₂. From ln(1 + u) ≈ u − u²/2,

δL ≈ a − b − a²/2 + b²/2.

For equal noise, ⟨a²⟩ = 2s²/D₁² and ⟨b²⟩ = 2s²/D₂², so

⟨δL⟩ ≈ s²(1/D₂² − 1/D₁²).

Expanding τ = h/L to second order gives

δτ ≈ −(h/L²)δL + (h/L³)(δL)².

With h/L² = τ²/h and h/L³ = τ³/h², and with ⟨(δL)²⟩ replaced by its leading value Var L, the mean shift is

⟨δτ⟩ ≈ (τ²/h)s²(1/D₁² − 1/D₂²) + (τ³/h²) Var L.

In the example the two terms are −0.013 ms and +0.023 ms, which leaves +0.010 ms. This is negligible beside the scatter of one record. Averaging τ over many records reduces the scatter but not this shift.

There is a subtlety in speaking of a mean at all. Gaussian errors have unlimited tails, so the measured L has a nonzero probability density at L = 0. Near that point the average of |h/L| contains the integral of 1/|L|, which diverges, and the mean square diverges more strongly. Strictly, then, neither the mean nor the variance of τ exists. The expansion describes the central part of the distribution, and that is the useful part when L = 0 lies many standard deviations away. In a random sample of 400,000 records with the example's noise, every record had D₁ > D₂ > 0, and the sample standard deviation was 0.678 ms, in agreement with the first-order result.

With ten times the noise, s = 4 mA/mm, the situation is different. The standard deviation of D₂ is √2 × 4 = 5.7 mA/mm, so the true D₂ is only 2.2 standard deviations above zero. In the random sample, 1.3% of records gave no positive τ. Discarding them would select among the noise, so averaging the raw currents of repeated, identical transients before taking the logarithm is the better course.

Three readings also cannot show whether the transient is a single exponential. The model has three unknowns, I∞, C and τ, and whenever D₁/D₂ > 1 it passes through all three readings without a residual, with C negative if the current is falling. A fourth reading y₃, another interval h later, supplies a check. With D₃ = y₃ − y₂, a single exponential requires D₁/D₂ = D₂/D₃, so the early estimate from y₀, y₁, y₂ should agree with the late one from y₁, y₂, y₃.

The two estimates share readings, and their errors must be combined accordingly. Subtracting the early δτ from the late one gives

δτ_late − δτ_early = (τ²/h) [ −e₀/D₁ + e₁(1/D₁ + 2/D₂) − e₂(2/D₂ + 1/D₃) + e₃/D₃ ].

For the example this difference has a standard deviation of 3.5 ms to first order. Most of it comes from the late estimate, whose own deviation is 3.0 ms: its first reading comes one interval later, which raises the error by exp(1.5) = 4.5.

Suppose the true recovery follows a stretched exponential, with the missing current equal to C exp[−(t/τ)^0.8] and τ still 20 ms. The early readings give 21.0 ms and the late ones 27.9 ms. The early value looks harmless, yet the late one differs from it by 6.9 ms. That is about twice the 3.5 ms standard deviation expected if the recovery were the single exponential of the example, and a single-exponential record would exceed it by chance about 4% of the time. This is more than the 2.4% of a Gaussian, because D₃ is only about five standard deviations above zero and the distribution is skewed. A stretched record is noisy too: its difference scatters by about 4.9 ms to first order, and only about four such records in ten exceed 7.9 ms, the value that 97.5% of single-exponential records stay below. A single record can therefore give a warning but often gives none. Averaging the currents of four independent records halves the noise, and the chance of reaching 6.9 ms from a single exponential then falls to about 0.02%.

Other departures act even when the noise is small. A linear drift of the baseline at rate r adds rh to both differences. Inserting δD₁ = δD₂ = rh in the first-order formula gives

δτ ≈ τ² r (1/D₂ − 1/D₁).

For r = 0.010 mA/mm per ms this is 0.25 ms, and the full formula returns 20.25 ms. The method removes a constant baseline, not a moving one. A second trap that contributes a missing current of 8 mA/mm with a time constant of 200 ms raises the apparent value to 20.7 ms. That error is slightly larger than the random error of one record, and repetition does not remove it.

Temperature can matter more. Take a trap with an activation energy E = 0.60 eV and an emission rate proportional to T² exp(−E/kT), where k is Boltzmann's constant. At a drain voltage of 1.0 V the final power is 0.40 W/mm. With a thermal resistance of 10 K mm/W, the channel ends at 304 K above a baseplate at 300 K. Let 20 ms be the time constant at 304 K. The same trap at 300 K would have τ = 27.9 ms, or 39% more. The transient measures the time constant at the channel temperature, and assigning it to the baseplate temperature would put the point in the wrong place on an activation-energy plot.

The heating also changes during the recovery. At its start the current is 320 mA/mm, and the channel is 0.8 K cooler than at the end. If the temperature follows the power without delay, emission is slower at first, and the three-sample formula returns 20.8 ms instead of 20 ms. The assumption of no delay matters. If the channel starts at the baseplate temperature and warms with a single thermal time constant, the formula returns 20.9 ms for a thermal time of 1 ms, but 23.2 ms for 10 ms and 26.9 ms for 50 ms. These calculations include the effect of temperature on emission but not on electron mobility, which would also alter the current.

An electric field can change the rate as well. For an electron trap that carries a single positive charge when empty, the Poole–Frenkel effect lowers the emission barrier by

ΔE = e √[eF/(π ε₀ ε_r)],

where e is the elementary charge, F the local field, ε₀ the vacuum permittivity and ε_r the high-frequency relative permittivity. For an assumed local field of 0.50 MV/cm and ε_r = 5.4 the lowering is 0.231 eV. If emission is taken to run along the field, over the fully lowered barrier, a field higher by 1% shortens τ by 4.3% at 304 K, with everything else fixed. Averaging over emission directions, with less lowering away from the field axis and none against the field, gives 3.9%. If the field changes as the traps empty, the rate is no longer constant. This estimate does not apply to a trap that is neutral when empty.

The chosen current, collapse and activation energy are round values within the rough range of GaN transistors, but devices differ widely, and trapping times can span many orders of magnitude. Two assumptions are open to doubt in a real device: that one trap empties at one constant rate, and that the missing current is proportional to the trapped charge. Failure of the first, in the cases considered here, moves the early estimate by about 4% for the slow trap and 5% for the stretched recovery, while the late estimate in the stretched case is 39% above the model's τ. The second can fail at low drain voltage, possibly including the 1.0 V used in the heating example, where trapped charge may add to the on-resistance instead. If the added resistance is proportional to n, the same 20% collapse gives I = 400/[1 + 0.25 exp(−t/τ)] mA/mm, and the early estimate is 22.9 ms although the trap still has τ = 20 ms. The late estimate is then 20.6 ms, a difference too small for the fourth-reading check to reveal in a single record. A quoted time constant should therefore be accompanied by the channel temperature, the sampling times and, where the noise permits, the result of the fourth-reading check. The numerical output below lists the main values used here.

Values computed for the example and the checks

```
Final current: 400.0 mA/mm
Initial collapse C: 80.0 mA/mm
Model time constant: 20.0 ms
First reading time: 2.0 ms
Reading spacing h: 30.0 ms
Noise per reading: 0.40 mA/mm
Missing current at first reading B: 72.387 mA/mm
Noise-free reading y0: 327.613 mA/mm
Noise-free reading y1: 383.848 mA/mm
Noise-free reading y2: 396.396 mA/mm
Difference D1: 56.235 mA/mm
Difference D2: 12.548 mA/mm
Ratio D1/D2: 4.4817
Recovered tau: 20.000 ms
Sensitivity to y0: 0.2371 ms per mA/mm
Sensitivity to y1: -1.2997 ms per mA/mm
Sensitivity to y2: 1.0626 ms per mA/mm
First-order sigma_tau: 0.6782 ms
Relative sigma_tau: 3.39 %
Randomly sampled sigma_tau: 0.6778 ms
Sigma_tau if differences called independent: 0.6159 ms
Second-order mean shift: 0.0101 ms
Best h/tau: 1.5904
Best spacing: 31.81 ms
Sigma_tau at best spacing: 0.6758 ms
Large-noise trial, noise: 4.0 mA/mm
Large-noise records without positive tau: 1.33 %
Reading 0: error +0.3, value 327.913 mA/mm
Reading 1: error -0.4, value 383.448 mA/mm
Reading 2: error +0.2, value 396.596 mA/mm
Tau from readings with errors: 20.822 ms
First-order predicted shift: 0.804 ms
Actual shift: 0.822 ms
Sigma_tau estimated from these readings: 0.707 ms
Baseline drift rate: 0.010 mA/mm per ms
Apparent tau with drift: 20.247 ms
Slow trap: 8.0 mA/mm, 200.0 ms
Apparent tau with slow trap: 20.740 ms
Stretching exponent: 0.80
Stretched: tau from readings 0,1,2: 20.999 ms
Stretched: tau from readings 1,2,3: 27.881 ms
Single-exponential noise of late tau: 3.039 ms
Single-exponential noise of late minus early tau: 3.481 ms
Trap activation energy: 0.60 eV
Drain voltage: 1.0 V
Thermal resistance: 10.0 K mm/W
Baseplate temperature: 300.0 K
Final channel temperature: 304.0 K
Apparent tau with changing self-heating: 20.794 ms
True tau at baseplate temperature: 27.872 ms
Poole-Frenkel field: 0.50 MV/cm
High-frequency relative permittivity: 5.4
Poole-Frenkel lowering: 0.231 eV
Tau change for 1% higher field: -4.30 %
```
